Why Thermal Expansion Does Not Explain the NV Splitting's Temperature Shift

**Q.** I use the negatively charged NV centre in diamond as a thermometer. Its zero-field splitting D, between the m = 0 and m = ±1 levels of the ground triplet, falls by about 74 kHz per kelvin near room temperature. I take this to be thermal expansion: the crystal grows, the two unpaired electrons sit farther apart, and their magnetic interaction weakens. Is anything missing?

**A.** The sign is right, but the argument has no size yet. Pressure data can supply it, because pressure changes the volume without heating the crystal.

**Q.** Squeezing a crystal and heating it are different experiments. Why may one be used for the other?

**A.** Diamond is cubic. Under hydrostatic pressure it strains equally along all axes, and a free crystal also expands equally along all axes. The host strain has the same form in both cases, with opposite sign. The atoms around the defect readjust when the host is strained, and the measured pressure coefficient already includes that readjustment.

I assume a bulk crystal that is free of stress, few defects, no magnetic field and a fixed charge state. D is then a function of the host volume V and the temperature T:

dD = (∂D/∂V)_T dV + (∂D/∂T)_V dT.

Heating at constant pressure gives dV = βV dT, where β is the volume expansivity, three times the linear expansivity α. Dividing by dT,

(∂D/∂T)_P = (∂D/∂T)_V + βV (∂D/∂V)_T.

The volume derivative comes from the pressure experiment. The isothermal bulk modulus is B = −V(∂P/∂V)_T, so (∂V/∂P)_T = −V/B and

(∂D/∂P)_T = (∂D/∂V)_T (∂V/∂P)_T = −(V/B)(∂D/∂V)_T.

Solving for (∂D/∂V)_T and inserting it above,

(∂D/∂T)_P = (∂D/∂T)_V − βB (∂D/∂P)_T.

Your explanation keeps the last term and sets the first term on the right to zero.

**Q.** Then put in numbers. How large is the last term?

**A.** I use rough values for diamond at 300 K: a pressure coefficient of +15 MHz/GPa, α = 1.0×10⁻⁶ /K, and elastic constants set to C11 = 1080 GPa and C12 = 120 GPa. The third figure of C11 is chosen to make the bulk modulus a round number and is not a claim of precision. For an equal strain e along each axis, the stress is (C11 + 2C12)e = −P and the relative volume change is 3e. Hence

B = −P/(3e) = (C11 + 2C12)/3 = (1080 + 240)/3 GPa = 440 GPa.

With β = 3.0×10⁻⁶ /K,

βB = 1.32×10⁻³ GPa/K = 1.32 MPa/K,

−βB (∂D/∂P)_T = −1.32×10⁻³ × 15 MHz/K = −19.8 kHz/K.

That is 27% of the measured slope. The remainder is

(∂D/∂T)_V = −74 − (−19.8) = −54.2 kHz/K.

The product βB has a direct meaning. If you raised the pressure by 1.32 MPa for each kelvin of heating, the crystal would keep its volume, and D would still fall by about 54 kHz/K.

**Q.** Your inputs are rough. Could better ones close the gap?

**A.** Ask what expansivity your explanation needs. Setting the fixed-volume term to zero,

α_needed = 0.074 MHz/K / (3 × 440 GPa × 15 MHz/GPa) = 3.7×10⁻⁶ /K,

which is 3.7 times the value used. If instead the pressure coefficient, the bulk modulus and the expansivity are all raised by 10%, the expansion term grows by 1.1³ = 1.331 to −26.4 kHz/K, still well under half of the total.

The kind of bulk modulus matters even less. Elastic constants obtained from sound waves are adiabatic, whereas the formula needs the isothermal modulus. If all phonon frequencies scale as V^(−γ), constant entropy requires T to scale as V^(−γ) too, so dT/d ln V = −γT. Since (∂P/∂T)_V = βB,

B_adiabatic = B − (∂P/∂T)_V (dT/d ln V) = B(1 + βγT).

With γ = 1 the excess is 3.0×10⁻⁶ × 300 = 0.09%.

**Q.** Fine, there is a remainder. But subtraction doesn't tell you that phonons cause it.

**A.** It doesn't. The cause has to be found by asking what can still change with temperature when the volume is fixed. One candidate is electronic excitation. The lowest excited electronic level lies roughly 0.4 eV up. It is a spin singlet with two orbital states of equal energy. Counting these two states against three in the ground triplet, its population at 300 K is

p ≈ (2/3) exp(−E/kT) = 1.3×10⁻⁷.

The exponential gives dp/dT = pE/(kT²). Suppose, generously, that each excited centre removed the whole splitting of about 2.9 GHz from an average. The slope would then be 2.9 GHz × dp/dT, or about 0.02 kHz/K, far below 54 kHz/K. Under the stated conditions, this leaves the motion of the atoms.

**Q.** At fixed volume the atoms vibrate about fixed positions. Doesn't the average displacement vanish, and the shift of D with it?

**A.** Neither has to vanish. Take one vibrational mode with a dimensionless coordinate q and momentum p, and let the host volume be fixed:

H = ħω(p²/2 + q²/2 + λq³ + κq⁴), with κ of order λ²,

D = D₀ + aq + bq².

In a stationary state the average momentum is constant, so the average force is zero:

⟨q⟩ + 3λ⟨q²⟩ + 4κ⟨q³⟩ = 0.

For small λ, ⟨q³⟩ is itself of order λ, so the last term is of order λ³ and can be dropped. This leaves ⟨q⟩ ≈ −3λ⟨q²⟩. To leading order ⟨q²⟩ has its harmonic value: the energy ħω(n + 1/2) is shared equally between kinetic and potential parts, so ⟨q²⟩ = n + 1/2, with n = 1/(e^x − 1) and x = ħω/kT. Therefore

⟨D⟩ − D₀ = a⟨q⟩ + b⟨q²⟩ ≈ (b − 3λa)(n + 1/2).

The b term comes from the mean-square motion and needs no average displacement. The other term comes from a real shift of the average positions near the defect, inside a host of unchanged volume.

I compared this with numerical diagonalization for ħω = 70 meV, T = 300 K, λ = 0.01 and κ = λ². The average displacement was −0.01715, against −0.01714 from the formula. With a = 10 and b = −0.5 in arbitrary units of D, the slopes were −5.55×10⁻⁴ and −5.53×10⁻⁴ per kelvin, a difference of 0.3%.

**Q.** So the cage around the vacancy may expand more than the diamond does. Isn't that still thermal expansion?

**A.** You may call it local thermal expansion, but the expansivity of diamond does not measure it. In this bookkeeping, the part that remains when the host volume is held fixed belongs to the fixed-volume term, together with the mean-square motion. The measured slope, taken together with the pressure coefficient, B and β, gives the sum of the two parts but cannot separate them. Separating them takes a calculation of the vibrations, including their anharmonicity, and of how D responds to each displacement.

**Q.** Can you at least say how strong the vibrational coupling must be?

**A.** Only after assuming a phonon energy. Replace all the modes by one effective mode, with a shift c(n + 1/2). Since dn/dx = −n(n + 1) and dx/dT = −x/T,

(∂D/∂T)_V = c dn/dT = c n(n + 1)x/T.

For 70 meV at 300 K, n = 0.0715 and dn/dT = 6.91×10⁻⁴ /K. Matching the remainder requires

c = −0.0542 / (6.91×10⁻⁴) MHz = −78 MHz per quantum.

An assumed energy of 100 meV gives −193 MHz instead. So c is a fitted amplitude that depends strongly on the choice of mode; the −54 kHz/K does not depend on that choice.

The limits show what the one-mode model can do. When kT is far below ħω, n falls as e^(−x) and the slope vanishes, although a zero-point shift c/2 remains. When kT is far above ħω, n approaches kT/ħω − 1/2 and the slope approaches the constant ck/ħω. Real diamond also has acoustic phonons of low energy, so the exponential law should not be trusted near absolute zero.

**Q.** Doesn't the measured pressure coefficient contain some vibrational effect as well? Then you have counted it as expansion.

**A.** Yes, and its size can be estimated. Let the coupling be purely quadratic, so that c varies as 1/ω, and let ω vary as V^(−γ). Then dc/d ln V = γc, and dn/d ln V = γx n(n + 1) = γT dn/dT. The vibrational part of the volume slope is

γc[n + 1/2 + T dn/dT] = −78.4 × (0.5715 + 0.2073) MHz = −61 MHz,

for γ = 1 and the 70 meV mode. The whole volume slope is dD/d ln V = −440 × 15 MHz = −6600 MHz, so the part in question is 0.9% of it. The 100 meV mode, with its own fitted c, would give 1.8%. If c came instead from the shift of the average positions, with the cubic force constant held fixed, it would vary as 1/ω³: the mean-square displacement scales as 1/ω and the restoring force constant as ω². The term n + 1/2 is then tripled, which gives −151 MHz or 2.3% for 70 meV, and 4.8% for 100 meV. A stiffer assumed mode raises the share further, because its fitted c and its zero-point part are larger. The separation by volume and temperature stays valid; for these two mode energies it differs from a separation into static and vibrating lattices by about 1 to 5% of the volume slope.

**Q.** I would like to see the separation work in a case where the mechanism is known.

**A.** Take a model crystal with three 120 meV modes per atom, γ = 1, an atomic volume of 5.67 Å³ and a static bulk modulus of 440 GPa. Give D a static volume slope of −6600 MHz and a quadratic coupling of −80 MHz per quantum to a 70 meV mode; these energies and the coupling refer to the static volume. At each temperature and pressure, the volume is found by balancing the forces.

Heating this crystal at zero pressure gives −81.2 kHz/K directly. Computed separately, the fixed-volume slope is −57.3 and the expansion term is −23.9 kHz/K, and they add up to the direct result. With the vibrational coupling switched off, the direct slope and the expansion term are both −23.7 kHz/K. In that crystal your explanation would be right. The model is not tuned to reproduce −74 kHz/K; its volume expansivity, 3.6×10⁻⁶ /K, is somewhat above the value I used for diamond.

**Q.** What does this change for my thermometer? The calibration is −74 kHz/K either way.

**A.** For a free bulk crystal near 300 K, the calibration stands. Heating by 10 K shifts D by −740 kHz in the linear estimate, of which −198 kHz is expansion and −542 kHz is the fixed-volume part. In the phonon models used here, both slopes grow in magnitude with temperature. If the expansivity follows dn/dT of a 120 meV host mode and the fixed-volume slope follows the 70 meV mode, the two parts gain −9.0 and −9.7 kHz over the step. Together that is 2.5% of the linear shift, or about a quarter of a kelvin if ignored.

The mechanism matters when the diamond is not free. The rough inputs here are typical of bulk diamond, but the single phonon energy stands in for a broad spectrum. In a real device the assumption of free expansion can fail, since a mount or substrate can impose its own strain. If the volume were held completely fixed, the slope would change from −74 to about −54 kHz/K. For isotropic strain, each additional 1.0×10⁻⁶ of linear expansion per kelvin adds another −20 kHz/K. A film bonded to a substrate is strained mainly in its plane and can relax along its normal, so that figure gives only the scale. In a (001) film with equal strain along both in-plane directions, there is no shear stress in the cubic axes. All four NV directions then shift alike, and the pressure coefficient and elastic constants used here give about −12 kHz/K for each additional 1.0×10⁻⁶ of in-plane expansion per kelvin. This is the shift of the mean of the m = ±1 levels; the film strain is not symmetric about an NV axis, so it can also split them. In (110) or (111) films the shift generally depends on the direction of the NV axis, and a single pressure coefficient is not enough. The program and its output contain the main values used here.

Computed results

```
Temperature: 300 K
Measured total slope: -74 kHz/K
Pressure coefficient (rough): 15 MHz/GPa
C11, C12 (rough): 1080, 120 GPa
Bulk modulus: 440 GPa
Linear expansivity (rough): 1.0e-06 1/K
Volume expansivity: 3.0e-06 1/K
dD/dlnV: -6600 MHz
Pressure rise that holds V: 1.32 MPa/K
Expansion slope: -19.8 kHz/K
Fixed-volume slope: -54.2 kHz/K
Expansion share: 26.8 %
Fixed-volume share: 73.2 %
Linear expansivity needed: 3.74e-06 1/K
Needed / actual expansivity: 3.74
Expansion slope, three inputs +10%: -26.4 kHz/K
Heating step: 10 K
Linear shift, total: -740 kHz
Linear shift, expansion: -198 kHz
Linear shift, fixed volume: -542 kHz
Assumed phonon energy: 70 meV
Occupation n: 0.0715
dn/dT: 6.910e-04 1/K
Fitted amplitude c: -78.4 MHz per quantum
Alternative phonon energy: 100 meV
Fitted c, alternative: -192.8 MHz per quantum
Host Einstein energy (rough): 120 meV
Curvature over step, expansion: -9.0 kHz
Curvature over step, fixed volume: -9.7 kHz
Grueneisen parameter (rough): 1.0
Adiabatic excess of B: 0.09 %
Vibrational part of dD/dlnV: -61.1 MHz
Its share of dD/dlnV: 0.93 %
Lowest electronic excitation (rough): 0.4 eV
Splitting D used in bound (rough): 2870 MHz
Electronic population: 1.3e-07
Electronic bound on slope: 0.019 kHz/K
Model crystal, volume expansivity: 3.59e-06 1/K
Model crystal, bulk modulus: 439 GPa
Model crystal, direct isobaric slope: -81.23 kHz/K
Model crystal, fixed-volume slope: -57.30 kHz/K
Model crystal, expansion slope: -23.93 kHz/K
Model, coupling off, isobaric slope: -23.70 kHz/K
Model, coupling off, expansion slope: -23.70 kHz/K
Oscillator, cubic coefficient: 0.01 phonon energies
Oscillator, mean q from diagonalization: -0.01715
Oscillator, mean q from formula: -0.01714
Oscillator, D slope, diagonalization: -5.5454e-04 1/K
Oscillator, D slope, formula: -5.5280e-04 1/K
```
